**Hydrogen in a hard-walled sphere: energy shift and confinement radius**

The ground energy E of hydrogen centred in an impenetrable sphere of radius R = 2 bohr is −1/8 hartree, and the shift D(R) = E(R) + 1/2 fixes the radius of a strictly confined 1s orbital. The program asserts symbolically that the free 2s function solves the radial equation and vanishes at 2 bohr, and it asserts that a diagonalization in polynomials finds the same function as the lowest s state, below the lowest p state. Energies from a power series are compared with this diagonalization at eight radii from 1 to 10 bohr. Further assertions cover the wall formula for dE/dR, the expression of D as a positive integral, the lower bound 1/F(R), where F is an integral over the free 1s density, and an upper bound from a trial function. The output shows D falling from 2.87 hartree at 1 bohr to 7.37×10⁻⁷ hartree at 10 bohr, where the product D·F is within 10⁻⁵ of one. Shifts of 0.1, 0.01, 0.001 and 0.0001 hartree give radii of 2.821, 4.338, 5.800 and 7.188 bohr, and each is confirmed by diagonalizing at that radius.

## Program and output

```python
"""Hydrogen in a hard-walled sphere of radius R, atomic units.

Result under test: the ground energy is -1/8 hartree at R = 2 bohr, and the
shift D(R) = E(R) + 1/2 falls steadily with R, so a chosen D fixes R.
u(r) is r times the radial wavefunction: -u''/2 - u/r = E u, u(0)=u(R)=0.
u0 = 2 r exp(-r) is the free 1s function.
F(R) is the integral whose inverse bounds D from below.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from numpy.polynomial import legendre
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

mp.mp.dps = 40
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def series_solution(r, energy):
    """Regular solution u(r; energy) from its power series, u ~ r at 0."""
    r, energy = mp.mpf(r), mp.mpf(energy)
    previous, term = mp.mpf(0), r
    total = term
    for n in range(1, 150):
        following = (-2 * r * term - 2 * energy * r**2 * previous)
        following /= n * (n + 1)
        previous, term = term, following
        total += term
    return float(total)


def shift_from_series(radius):
    """Lowest shift D for which the series solution vanishes at the wall."""
    def wall_value(shift):
        return series_solution(radius, mp.mpf(shift) - mp.mpf(1) / 2)
    upper = 0.06
    while wall_value(upper) > 0:
        upper += 0.06
    lower = max(0.0, upper - 0.06)
    return brentq(wall_value, lower, upper, xtol=1e-15, rtol=1e-14)


def radius_from_shift(shift):
    """First zero of the outward solution at energy -1/2 + shift."""
    def value(r):
        return series_solution(r, shift - 0.5)
    r = 0.5
    while value(r) > 0:
        r += 0.1
    return brentq(value, r - 0.1, r, xtol=1e-13)


def diagonalize(radius, ell=0, size=20):
    """Variational levels in the basis r (R-r) P_k(2r/R-1)."""
    x, weight = legendre.leggauss(60)
    r = radius * (x + 1) / 2
    weight = weight * radius / 2
    poly = legendre.legvander(x, size - 1)
    dpoly = legendre.legvander(x, size - 2) @ legendre.legder(np.eye(size))
    envelope = r * (radius - r)
    basis = envelope[:, None] * poly
    dbasis = ((radius - 2 * r)[:, None] * poly
              + envelope[:, None] * dpoly * 2 / radius)
    potential = -1 / r + ell * (ell + 1) / (2 * r**2)
    overlap = basis.T @ (weight[:, None] * basis)
    hamiltonian = 0.5 * dbasis.T @ (weight[:, None] * dbasis)
    hamiltonian += basis.T @ ((weight * potential)[:, None] * basis)
    levels, vectors = eigh(hamiltonian, overlap)
    ground = vectors[:, 0]
    ground = ground * np.sign(weight @ (basis @ ground))
    wall_slope = -radius * ground.sum()
    return levels, r, weight, basis @ ground, dbasis @ ground, wall_slope


def inverse_bound_series(radius):
    """F(R) from its power series."""
    radius = mp.mpf(radius)
    return mp.fsum((2 * radius)**(k - 1) / ((k - 1) * mp.factorial(k))
                   for k in range(3, 500))


def free_density(r):
    return 4 * r**2 * np.exp(-2 * r)


def trial_upper_bound(radius):
    """Upper bound on D from the trial function u0 (1-r/R)."""
    top = quad(free_density, 0, radius)[0]
    bottom = quad(lambda r: free_density(r) * (1 - r / radius)**2,
                  0, radius)[0]
    return top / (2 * radius**2 * bottom)


# The 2s function solves the radial equation and vanishes at r = 2.
s = sp.symbols("s", positive=True)
u_exact = s * (1 - s / 2) * sp.exp(-s / 2)
residual = -sp.diff(u_exact, s, 2) / 2 - u_exact / s + u_exact / 8
assert sp.simplify(residual) == 0
assert u_exact.subs(s, 2) == 0

# Direct diagonalization finds it as the lowest state in the sphere.
levels2, r2, w2, u2, du2, slope2 = diagonalize(2.0)
levels2p = diagonalize(2.0, ell=1)[0]
assert abs(levels2[0] + 0.125) < 1e-8
assert levels2[1] > levels2[0] and levels2p[0] > levels2[0]
norm2 = quad(lambda r: (r * (1 - r / 2))**2 * np.exp(-r), 0, 2)[0]
profile = r2 * (1 - r2 / 2) * np.exp(-r2 / 2) / np.sqrt(norm2)
assert np.max(np.abs(profile - u2)) < 1e-6

# Slope of the energy curve: finite differences against the wall formula.
step = 1e-3
for radius in (2.0, 3.0, 4.0):
    difference = (diagonalize(radius + step)[0][0]
                  - diagonalize(radius - step)[0][0]) / (2 * step)
    assert abs(difference + diagonalize(radius)[5]**2 / 2) < 1e-5
    if radius == 2.0:
        slope_numeric = difference
slope_formula = -1 / (4 * (np.exp(2) - 7))
assert abs(slope_numeric - slope_formula) < 1e-5

# Series against diagonalization, positive-shift identity and both bounds.
radii = [1, 2, 3, 4, 5, 6, 8, 10]
rows = []
for radius in radii:
    shift = shift_from_series(radius)
    levels, r, w, u, du, slope = diagonalize(float(radius))
    assert abs(levels[0] + 0.5 - shift) < 1e-8
    identity = 0.5 * np.sum(w * (du - (1 / r - 1) * u)**2)
    assert abs(identity - shift) < 1e-7
    lower = float(1 / inverse_bound_series(radius))
    upper = trial_upper_bound(radius)
    assert lower < shift < upper
    rows.append((radius, shift - 0.5, shift, lower, upper))
shifts = np.array([row[2] for row in rows])
assert np.all(np.diff(shifts) < 0)

# The series for F against its defining double integral.
F_direct = quad(lambda r: 2 * quad(free_density, 0, r)[0]
                / free_density(r), 0, 4)[0]
assert abs(F_direct / float(inverse_bound_series(4)) - 1) < 1e-7

# Large-radius law and its first correction.
products = [row[2] / row[3] for row in rows]
assert abs(products[-1] - 1) < 1e-3
assert abs(products[-1] - 1) < abs(products[-2] - 1) < abs(products[-3] - 1)
far = 40
far_ratio = float(1 / inverse_bound_series(far)
                  / (4 * far**2 * mp.exp(-2 * far)))
assert abs(far_ratio - (1 - 1 / far)) < 1 / far**2
leading10 = 4 * 10**2 * np.exp(-20)

# Radius for each chosen shift, checked by diagonalizing at that radius.
targets = [1e-1, 1e-2, 1e-3, 1e-4]
chosen_radii = [radius_from_shift(target) for target in targets]
for target, radius in zip(targets, chosen_radii):
    assert abs(diagonalize(radius)[0][0] + 0.5 - target) < 1e-8

print("Sphere of radius 2 bohr")
print(f"lowest s energy = {levels2[0]:.8f} hartree")
print(f"lowest s energy = {levels2[0] * HARTREE_EV:.4f} eV")
print(f"energy shift = {levels2[0] + 0.5:.8f} hartree")
print(f"energy shift = {(levels2[0] + 0.5) * HARTREE_EV:.4f} eV")
print(f"second s energy = {levels2[1]:.5f} hartree")
print(f"lowest p energy = {levels2p[0]:.5f} hartree")
print(f"norm integral of r(1-r/2)exp(-r/2) = {norm2:.6f} bohr^3")
print(f"dE/dR, finite difference = {slope_numeric:.5f} hartree/bohr")
print(f"dE/dR, formula = {slope_formula:.5f} hartree/bohr")
print("Energy and shift versus radius")
print("R (bohr), E, D, lower bound, upper bound (hartree)")
for radius, energy, shift, lower, upper in rows:
    print(f"{radius:3d} {energy:12.8f} {shift:.5e} {lower:.5e} {upper:.5e}")
print("Product D*F (dimensionless)")
for radius, product in zip(radii, products):
    print(f"R = {radius} bohr: {product:.6f}")
print(f"4R^2 exp(-2R) at R = 10 bohr: {leading10:.5e} hartree")
print(f"D/[4R^2 exp(-2R)] at R = 10 bohr: {shifts[-1] / leading10:.4f}")
print(f"(1/F)/[4R^2 exp(-2R)] at R = {far} bohr: {far_ratio:.5f}")
print("Radius that gives a chosen shift")
for target, radius in zip(targets, chosen_radii):
    print(f"D = {target:.4f} hartree: R = {radius:.4f} bohr")
print("Radius gained per tenfold smaller shift")
for target, gain in zip(targets[1:], np.diff(chosen_radii)):
    print(f"down to D = {target:.4f} hartree: {gain:.4f} bohr")
print(f"ln(10)/2 = {np.log(10) / 2:.4f} bohr")
print("PASS")
```

Running it gives:

```
Sphere of radius 2 bohr
lowest s energy = -0.12500000 hartree
lowest s energy = -3.4014 eV
energy shift = 0.37500000 hartree
energy shift = 10.2043 eV
second s energy = 3.32751 hartree
lowest p energy = 1.57602 hartree
norm integral of r(1-r/2)exp(-r/2) = 0.105306 bohr^3
dE/dR, finite difference = -0.64258 hartree/bohr
dE/dR, formula = -0.64258 hartree/bohr
Energy and shift versus radius
R (bohr), E, D, lower bound, upper bound (hartree)
  1   2.37399087 2.87399e+00 2.04355e+00 3.07032e+00
  2  -0.12500000 3.75000e-01 3.06014e-01 5.00000e-01
  3  -0.42396729 7.60327e-02 6.87317e-02 1.59099e-01
  4  -0.48326530 1.67347e-02 1.60698e-02 7.05510e-02
  5  -0.49641701 3.58299e-03 3.53604e-03 3.83608e-02
  6  -0.49927729 7.22714e-04 7.20121e-04 2.37975e-02
  8  -0.49997510 2.48996e-05 2.48949e-05 1.16277e-02
 10  -0.49999926 7.36718e-07 7.36713e-07 6.84931e-03
Product D*F (dimensionless)
R = 1 bohr: 1.406369
R = 2 bohr: 1.225435
R = 3 bohr: 1.106224
R = 4 bohr: 1.041375
R = 5 bohr: 1.013280
R = 6 bohr: 1.003600
R = 8 bohr: 1.000185
R = 10 bohr: 1.000007
4R^2 exp(-2R) at R = 10 bohr: 8.24461e-07 hartree
D/[4R^2 exp(-2R)] at R = 10 bohr: 0.8936
(1/F)/[4R^2 exp(-2R)] at R = 40 bohr: 0.97467
Radius that gives a chosen shift
D = 0.1000 hartree: R = 2.8213 bohr
D = 0.0100 hartree: R = 4.3378 bohr
D = 0.0010 hartree: R = 5.8003 bohr
D = 0.0001 hartree: R = 7.1880 bohr
Radius gained per tenfold smaller shift
down to D = 0.0100 hartree: 1.5165 bohr
down to D = 0.0010 hartree: 1.4625 bohr
down to D = 0.0001 hartree: 1.3878 bohr
ln(10)/2 = 1.1513 bohr
PASS
```
